# Universal Thermal Conductance of a Single Channel for Exclusion Statistics

A channel is a single propagating mode that connects a left reservoir $L$ to a right reservoir $R$. Its states are labelled by a wave number $q$, with energy $E(q)$ rising monotonically from a band bottom $E_0$ for the states that move to the right; the left-moving states are their mirror images. The top of the band is taken to lie far above all thermally occupied energies. Planck's constant is $h=2\pi\hbar$, Boltzmann's constant is $k$, the temperature is $T$ and the chemical potential is $\mu$. The reduced energy is

$$x=\frac{E-\mu}{kT},\qquad x_0=\frac{E_0-\mu}{kT},$$

and $n(x)$ is the mean number of particles per single-particle state. The thermal conductance $K$ is the heat current divided by the temperature difference, at zero particle current if the particle number is conserved.

Three assumptions define the transport model. Every particle that enters the channel is transmitted, whatever its energy. The right-moving states carry the equilibrium distribution of the left reservoir, and the left-moving states that of the right reservoir. Finally, the statistics act among particles in the same narrow group of states, so that the two directions do not restrict each other. Under these assumptions the result to be shown is

$$K=\frac{\pi^2k^2T}{3h}$$

in the degenerate limit, for bosons, for fermions and for the exclusion statistics that interpolate between them. What "degenerate" must mean will follow from the integrals; without this condition the statement is false.

The right-moving states in $dq$ have density $dq/2\pi$ per unit length and velocity $v=\hbar^{-1}dE/dq$. Their contribution to the particle current is

$$\frac{dq}{2\pi}\,v\,n=\frac{dq}{2\pi}\,\frac{1}{\hbar}\frac{dE}{dq}\,n=\frac{1}{h}\,n\,dE .$$

The velocity has cancelled the density of states, and with it the dispersion relation has disappeared except for the position of the band edge. Subtracting the left-moving current gives the particle current $I$ and the heat current $Q$:

$$I=\frac1h\int_{E_0}^{\infty}(n_L-n_R)\,dE,\qquad Q=\frac1h\int_{E_0}^{\infty}(E-\mu)(n_L-n_R)\,dE .$$

Let the left reservoir be hotter by $\delta T$ and have a chemical potential higher by $\delta\mu$. Since $\partial x/\partial\mu=-1/kT$ and $\partial x/\partial T=-x/T$, to first order

$$n_L-n_R=\left(-\frac{dn}{dx}\right)\left(\frac{\delta\mu}{kT}+\frac{x\,\delta T}{T}\right).$$

With $dE=kT\,dx$ and the moments

$$M_j=\int_{x_0}^{\infty}x^j\left(-\frac{dn}{dx}\right)dx,$$

the currents become

$$I=\frac1h\left(M_0\,\delta\mu+M_1\,k\,\delta T\right),\qquad Q=\frac{kT}{h}\left(M_1\,\delta\mu+M_2\,k\,\delta T\right).$$

Zero particle current requires $\delta\mu=-(M_1/M_0)\,k\,\delta T$. Inserting this into $Q$ gives

$$K=\frac{k^2T}{h}\left(M_2-\frac{M_1^2}{M_0}\right).\tag{1}$$

The subtraction is the heat carried back by the particle flow that the induced $\delta\mu$ drives. At $I=0$ a shift of the energy origin changes $Q$ by a constant times $I$, which is zero, so heat current and energy current agree. For phonons there is no number to conserve and $\mu=0$ in both reservoirs; then $K=(k^2T/h)M_2$.

The distribution $n(x)$ comes from counting. Consider $D$ states of nearly equal energy that hold $N$ particles. Haldane exclusion statistics with parameter $g\ge0$ assign to them the number of arrangements

$$W=\frac{[D+(N-1)(1-g)]!}{N!\,[D-gN-(1-g)]!}.$$

For $g=0$ this is the boson count $(D+N-1)!/[N!(D-1)!]$, and for $g=1$ it is the fermion count $D!/[N!(D-N)!]$. In between, each added particle removes $g$ states from those open to the next. In contact with a reservoir, the weight of $N$ is $We^{-xN}$, and for large $D$ the mean occupation is found at its maximum.

Put $n=N/D$, $a=1+(1-g)n$ and $b=1-gn$, and drop terms that do not grow with $D$ inside the factorials. Stirling's formula $\ln m!\approx m\ln m-m$ gives

$$\frac{\ln W}{D}=a\ln a-n\ln n-b\ln b .$$

The terms with $\ln D$ and the linear terms cancel because $a=n+b$. Setting the derivative of $\ln W/D-xn$ to zero, with $da/dn=1-g$ and $db/dn=-g$, gives

$$x=(1-g)\ln a-\ln n+g\ln b,$$

where the constants have summed to $(1-g)-1+g=0$. Now define $w=b/n=1/n-g$. Then $a/n=1+w$, and replacing $a=n(1+w)$ and $b=nw$ produces $\ln n$ with total coefficient $(1-g)-1+g=0$. Hence

$$n=\frac{1}{w+g},\qquad x=g\ln w+(1-g)\ln(1+w).\tag{2}$$

For $g=1$, $w=e^x$ and $n=1/(e^x+1)$. For $g=0$, $w=e^x-1$ and $n=1/(e^x-1)$. Direct maximization of the count with $D=100000$, for $g=1/3$, $1/2$ and $2$ at $x=-1$ and $x=0.7$, reproduces (2) to within $6.7\times10^{-6}$ in $n$, less than one particle in the whole group at these points.

Equation (2) cannot in general be solved for $w$ in elementary functions, but this is not needed. Differentiation gives

$$\frac{dx}{dw}=\frac gw+\frac{1-g}{1+w}=\frac{g(1+w)+(1-g)w}{w(1+w)}=\frac{w+g}{w(1+w)} .$$

This is positive, so $x$ rises and $n$ falls with $w$; thus $dx/dn<0$, which confirms that the stationary point is a maximum. Multiplication by $n=1/(w+g)$ yields

$$n\,dx=\frac{dw}{w(1+w)} .\tag{3}$$

The parameter $g$ has dropped out of this measure. It remains in the relation between $x$ and $w$, but there it enters linearly, and the universality of $K$ rests on these two facts together with an equality between a Fermi and a Bose integral that is derived below.

Let $w_0$ be the value of $w$ at the band bottom, and $n_0=1/(w_0+g)$. Because $1/[w(1+w)]=1/w-1/(1+w)$,

$$\int_{x_0}^{\infty}n\,dx=\left[\ln\frac{w}{1+w}\right]_{w_0}^{\infty}=\ln\left(1+\frac1{w_0}\right).\tag{4}$$

At high energy $n$ decays as $e^{-x}$, so integration by parts leaves boundary terms at the lower end alone:

$$M_0=n_0,\qquad M_1=x_0n_0+\ln\left(1+\frac1{w_0}\right),\qquad M_2=x_0^2n_0+2\int_{x_0}^{\infty}x\,n\,dx .\tag{5}$$

Take first $g>0$ and let the band bottom lie far below $\mu$. Then $w_0\to0$, and with $\Lambda=-\ln w_0$ equation (2) gives $x_0=-g\Lambda+O(w_0)$. The occupation at the bottom tends to $1/g$, so $M_0\to1/g$. In $M_1$, the first term tends to $-\Lambda$ and the logarithm to $+\Lambda$, with corrections of order $w_0\Lambda$. Therefore $M_1\to0$: a temperature difference drives no particle current, and the subtraction in (1) vanishes.

For $M_2$, insert $x(w)$ from (2) and the measure (3):

$$\int_{x_0}^{\infty}x\,n\,dx=g\int_{w_0}^{\infty}\frac{\ln w\,dw}{w(1+w)}+(1-g)\int_{w_0}^{\infty}\frac{\ln(1+w)\,dw}{w(1+w)} .$$

In the first integral put $t=\ln w$, so that $dw/w=dt$. In the second put $u=\ln(1+w)$, so that $dw/(1+w)=du$ and $w=e^u-1$. As $w_0\to0$ the lower limit of $u$ tends to zero, and

$$\int_{x_0}^{\infty}x\,n\,dx=g\int_{-\Lambda}^{\infty}\frac{t\,dt}{e^t+1}+(1-g)\int_0^{\infty}\frac{u\,du}{e^u-1}.\tag{6}$$

The energy integral of an exclusion gas is thus a Fermi integral with weight $g$ plus a Bose integral with weight $1-g$. For $g>1$ the second weight is negative; the identity still holds, though it no longer describes a mixture.

On the negative half-axis write $1/(e^t+1)=1-1/(e^{-t}+1)$. The first part integrates to $-\Lambda^2/2$. In the second part put $s=-t$, which gives $+\int_0^{\Lambda}s\,ds/(e^s+1)$. For large $\Lambda$,

$$\int_{-\Lambda}^{\infty}\frac{t\,dt}{e^t+1}=-\frac{\Lambda^2}{2}+2F,\qquad F=\int_0^\infty\frac{s\,ds}{e^s+1}.$$

Let $B=\int_0^\infty u\,du/(e^u-1)$. The identity $1/(e^s+1)=1/(e^s-1)-2/(e^{2s}-1)$, with $y=2s$ in its last term, gives

$$F=B-\frac12\int_0^\infty\frac{y\,dy}{e^y-1}=\frac B2 .$$

So $2F=B$: the finite parts of the Fermi and Bose integrals are equal. To evaluate $B$, expand in a geometric series of positive terms:

$$B=\sum_{m=1}^{\infty}\int_0^\infty u\,e^{-mu}\,du=\sum_{m=1}^{\infty}\frac1{m^2}.$$

The sum follows from Parseval's theorem for the function $\theta$ on $(-\pi,\pi)$. Its Fourier coefficients are $c_0=0$ and $c_m=i(-1)^m/m$, and its mean square is $\pi^2/3$. Hence $2\sum_{m\ge1}1/m^2=\pi^2/3$, and $B=\pi^2/6$. Quadrature gives 1.644934 for both finite parts, in agreement.

Since $x_0^2n_0\to g^2\Lambda^2/g=g\Lambda^2$, the second moment is

$$M_2=g\Lambda^2+2\left[g\left(-\frac{\Lambda^2}{2}+\frac{\pi^2}{6}\right)+(1-g)\frac{\pi^2}{6}\right]=\frac{\pi^2}{3}.$$

The cutoff terms cancel, and the weights $g$ and $1-g$ add to one. With $M_1=0$, equation (1) gives

$$K=\frac{\pi^2k^2T}{3h}\qquad(g>0,\ w_0\to0).\tag{7}$$

For $g=0$ the condition $w_0\to0$ has a different meaning. Now $x=\ln(1+w)$, so $w_0\to0$ means $x_0\to0^+$: the chemical potential reaches the band bottom from below. Gapless phonons, with $\mu=0$ and $E_0=0$, satisfy this at every temperature. The boundary term $x_0^2n_0\approx x_0^2/x_0$ vanishes, and (5) gives $M_2=2B=\pi^2/3$. Phonons therefore have the same $K$, provided that the top of their band lies far above $kT$.

Bosons of conserved number need the subtraction in (1). Let $\alpha=x_0>0$ be small. Then $M_0=1/(e^\alpha-1)\approx1/\alpha$, and with $w_0\approx\alpha$ equation (5) gives $M_1\approx1+\ln(1/\alpha)$. The second moment lacks the range $0<x<\alpha$, where $-dn/dx\approx1/x^2$, so $M_2\approx\pi^2/3-\alpha$. The deficit relative to the universal value is

$$1-\frac{K}{\pi^2k^2T/3h}\approx\frac{3\alpha}{\pi^2}\left[\left(1+\ln\frac1\alpha\right)^2+1\right].$$

It vanishes with $\alpha$, but the logarithm slows the approach. For $\alpha=10^{-6}$ the bracket is $14.816^2+1=220.5$, and the deficit is $0.30396\times220.5\times10^{-6}=6.70\times10^{-5}$, as found from the moments by quadrature. At $\alpha=10^{-2}$ the computed deficit is still 9.9 per cent.

The particle conductance does not share this universality. At equal temperatures $I=M_0\,\delta\mu/h$, so for $g>0$ in the degenerate limit, where $M_0\to1/g$, the conductance per chemical-potential difference is $1/(gh)$. If each carrier has charge $q_c$, then $\delta\mu=q_cV$ for a voltage $V$, the electric current is $q_cI$, and the electrical conductance is $G=q_c^2/(gh)$. The Lorenz ratio is

$$\frac{K}{GT}=\frac{g\pi^2}{3}\frac{k^2}{q_c^2}.$$

It has the usual degenerate-fermion value for $g=1$ and is proportional to $g$ otherwise. The number of particles a state can hold governs $G$, whereas in $K$ the dependence on $g$ cancels.

For a numerical case in Hartree atomic units, where $\hbar=1$ and $h=2\pi$, choose $kT=10^{-5}$ hartree, which is $T=3.1578$ K. The universal value is

$$\frac Kk=\frac{\pi^2\times10^{-5}}{3\times2\pi}=5.236\times10^{-6}\ \text{hartree}/\hbar .$$

In SI units the coefficient $\pi^2k^2/3h$ is $9.464\times10^{-13}$ W/K², and multiplication by the temperature gives $K=2.989\times10^{-12}$ W/K.

The channel has a parabolic band of unit mass, with its bottom $40kT$ below $\mu$. The two currents are integrated over wave number, with the velocity kept explicit, for reservoirs whose temperatures differ by one part in a thousand, and $\delta\mu$ is found by a search for zero particle current. This does not use the moments or the variable change (3). For $g=1/3$, $1/2$, $1$ and $2$ the ratio of $K$ to the universal value is 1.000000, while the particle conductance in units of $1/h$ is 3, 2, 1 and 0.5. The Lorenz ratios, in units of $k^2/q_c^2$, are 1.097, 1.645, 3.290 and 6.580. A harmonic chain of phonons with a quite different dispersion, $E\propto\sin(q/2)$ with its top at $40kT$, also gives 1.000000.

For $g>0$ the result extends beyond small temperature differences. Let both reservoirs have the same $\mu$, deep in the band. By (4), the particle current emitted by one reservoir is $(kT/h)\Lambda=(\mu-E_0)/(gh)$, which does not depend on its temperature. The net particle current is zero up to terms of order $e^{-\Lambda}/g$, which requires $\Lambda=(\mu-E_0)/(gkT)\gg1$ at the hotter temperature as well. The heat current emitted is, by (6),

$$\frac{(kT)^2}{h}\left(-\frac{g\Lambda^2}{2}+\frac{\pi^2}{6}\right)=-\frac{(\mu-E_0)^2}{2gh}+\frac{\pi^2k^2T^2}{6h}.$$

The first term is common to both reservoirs and cancels, leaving

$$Q=\frac{\pi^2k^2}{6h}\left(T_L^2-T_R^2\right).$$

For $g=1/2$, with $kT_L=1.5\times10^{-5}$ and $kT_R=5\times10^{-6}$ hartree, the difference of squares is $2.0\times10^{-10}$ hartree². Multiplication by $\pi^2/(12\pi)=0.2618$ gives $5.236\times10^{-11}$ hartree²$/\hbar$, the value obtained from the integrated currents. Since $T_L^2-T_R^2=(T_L+T_R)(T_L-T_R)$, this is $K$ at the mean temperature times the full temperature difference.

For $g$ of order one the universal value fails when the band bottom comes within thermal reach of $\mu$; for bosons, by contrast, it is reached as $\mu$ approaches the bottom. For $g>0$ the first correction can be found from the part missing in $M_2$: the value $\pi^2/3$ is $M_2$ with its range extended down to $w=0$, so the deficit is the piece $0<w<w_0$. Changing variable by $(-dn/dx)\,dx=dw/(w+g)^2$ and using $x\approx g\ln w$ and $(w+g)^2\approx g^2$, valid for $w$ small compared with both $1$ and $g$,

$$\frac{\pi^2}{3}-M_2\approx\int_0^{w_0}\ln^2w\,dw=w_0\left(\Lambda^2+2\Lambda+2\right).$$

Here $M_1\approx w_0(\Lambda+1)/g$, so $M_1^2/M_0\approx w_0^2(\Lambda+1)^2/g$ is smaller than this piece by a factor of order $w_0/g$ and may be dropped. To leading order $\Lambda=(\mu-E_0)/(gkT)$, and the relative deficit is

$$\frac{3}{\pi^2}\,e^{-\Lambda}\left(\Lambda^2+2\Lambda+2\right).$$

For $g$ of order one, the degeneracy condition is therefore $\mu-E_0\gg gkT$. At $\Lambda=10$ the deficit is $0.30396\times4.54\times10^{-5}\times122=1.68\times10^{-3}$. The computed ratio is indeed 0.99832 in three cases with this $\Lambda$: $g=1/2$ at $\mu-E_0=5kT$, $g=1$ at $10kT$ and $g=2$ at $20kT$. A larger $g$ thus needs a deeper band.

With $\mu$ at the band bottom, the ratios are 0.285, 0.208 and 0.145 for $g=1/2$, $1$ and $2$: the conductance is smaller and depends on the statistics. The fermion value can be checked by hand. At $x_0=0$, $w_0=1$, so $M_0=1/2$, $M_1=\ln2$ and $M_2=2F=\pi^2/6$. Then $M_2-M_1^2/M_0=1.6449-0.9609=0.6840$, and division by $\pi^2/3$ gives 0.208.

In the opposite limit $\mu$ lies far below the band bottom. Once $e^{x_0}$ is large compared with both $1$ and $g$, (2) gives $w\approx e^x$, and $n\approx e^{-x}$ whatever the value of $g$, because rarely occupied states make exclusion irrelevant. The moments are

$$M_0=e^{-x_0},\qquad M_1=e^{-x_0}(x_0+1),\qquad M_2=e^{-x_0}(x_0^2+2x_0+2).$$

Hence $M_2-M_1^2/M_0=e^{-x_0}[x_0^2+2x_0+2-(x_0+1)^2]=e^{-x_0}$, and

$$K\approx\frac{k^2T}{h}\,e^{-x_0}.$$

At $x_0=12$ this is $3e^{-12}/\pi^2=1.868\times10^{-6}$ of the universal value, and the currents computed for $g=1/2$, $1$ and $2$ agree with it. The conductance is again independent of $g$, but for another reason: here the statistics have ceased to act, whereas in the degenerate limit they act strongly and their effect on $K$ cancels.

The derivation covers an ideal exclusion gas with perfect transmission. Scattering that depends on energy would put a weight inside the moments, and the cancellation between (3) and (5) would then no longer be assured. Whether a given interacting system behaves as such a gas, and whether its contacts fill the outgoing states as assumed, must be settled separately. The numerical output lists the values used here, together with further points between the degenerate and dilute limits.

## Table of computed values

```
kT = 1.0e-05 hartree
T = 3.1578 K
mu above band bottom = 4.0e-04 hartree
relative temperature difference = 1e-03
pi^2/3 = 3.289868
Fermi part of energy integral = 1.644934
Bose part of energy integral = 1.644934
excess energy integral, g=0.3333: 1.644934
excess energy integral, g=0.5000: 1.644934
excess energy integral, g=2.0000: 1.644934
largest error of n against counting = 6.7e-06
  (states in the count: 100000)
quantum K/k = 5.235988e-06 hartree/hbar
quantum K = 2.98859e-12 W/K
quantum K/T = 9.46431e-13 W/K^2
Degenerate channel: g, K/quantum, h*G, Lorenz ratio/(k/q)^2
  0.3333  1.000000  3.00000  1.09662
  0.5000  1.000000  2.00000  1.64493
  1.0000  1.000000  1.00000  3.28987
  2.0000  1.000000  0.50000  6.57973
top phonon energy = 4.0e-04 hartree
phonon chain K/quantum = 1.000000
Large difference, g=0.5: hot kT = 1.50e-05 hartree
  cold kT = 5.00e-06 hartree
  heat current = 5.235988e-11 hartree^2/hbar
  heat current / quadratic law = 1.000000
K/quantum against mu/kT above bottom: g=0.5, g=1, g=2
   20  1.00000  1.00000  0.99832
   10  1.00000  0.99832  0.92397
    5  0.99832  0.92414  0.65651
    2  0.85639  0.57503  0.34615
    0  0.28522  0.20792  0.14534
  mu/kT=-12, g=0.5: K/quantum = 1.8676e-06
  mu/kT=-12, g=1.0: K/quantum = 1.8676e-06
  mu/kT=-12, g=2.0: K/quantum = 1.8676e-06
  dilute law at mu/kT=-12: 1.8676e-06
Conserved bosons: alpha=(bottom-mu)/kT, K/quantum, deficit
  1e-02  0.900982  9.9018e-02
  1e-04  0.996801  3.1994e-03
  1e-06  0.999933  6.7024e-05
```
